# Saddle Separation and Stress-Dependent Barrier of a Dislocation Kink Pair

## Problem

A straight dislocation lies in a valley of the periodic lattice potential. It advances when a short piece of it moves into the next valley, a distance $h$ away. The piece is bounded by two opposite kinks a distance $x$ apart. For $x\gg h$ take the energy, measured from the straight line, as

$$E(x)=2F-\frac{K}{x}-\tau b h x .\qquad (1)$$

Here $F$ is the energy of one isolated kink, $b$ is the length of the Burgers vector, and $\tau>0$ is the shear stress resolved on the Burgers vector in the glide plane, with its sign chosen so that it drives the kinks apart. The constant $K>0$ describes the elastic attraction. $F$ and $K$ do not depend on $\tau$.

**(a)** Find $K$ for abrupt kinks in an isotropic medium with shear modulus $\mu$ and Poisson ratio $\nu$, when the line makes an angle $\theta$ with its Burgers vector. Start from the elastic energy of a line lying in a plane that contains $\mathbf b$:

$$W=\frac{\mu}{8\pi}\iint\frac{(\mathbf b\cdot d\mathbf l_1)(\mathbf b\cdot d\mathbf l_2)+\frac{1}{1-\nu}(\mathbf b\times d\mathbf l_1)\cdot(\mathbf b\times d\mathbf l_2)}{R}.\qquad (2)$$

$R$ is the distance between the two line elements. A short-distance cutoff at the core is understood.

**(b)** Find the saddle separation $x^*$ and the barrier $E^*$.

**(c)** Find the activation volume $V=-dE^*/d\tau$, and discuss low and high stress.

**(d)** Evaluate the results for $\mu=64$ GPa, $\nu=0.22$, $\theta=30^\circ$, $b=0.22$ nm, $h=0.33$ nm, $F=0.60$ eV, $\tau=50$ MPa and $T=1000$ K. These are round, rough values in the regime of a partial dislocation in silicon.

**(e)** Estimate what (1) leaves out. Kinks hop between sites $a=0.38$ nm apart over a migration barrier $W_m=1.2$ eV. The partial also borders a stacking fault of energy $\gamma=0.060$ J/m² and equilibrium width $d=4.0$ nm.

## Solution

### (a) The elastic attraction

Let $u$ run along the undisturbed line and $v$ across it in the glide plane. The kinked line has $v=h$ for $0<u<x$ and $v=0$ elsewhere. It consists of horizontal pieces, with $d\mathbf l=(du,0)$, and two vertical pieces, the kinks, with $d\mathbf l=(0,dv)$.

With $\mathbf b=b(\cos\theta,\sin\theta)$,

$$\mathbf b\cdot d\mathbf l=b(\cos\theta\,du+\sin\theta\,dv),\qquad (\mathbf b\times d\mathbf l)_z=b(\cos\theta\,dv-\sin\theta\,du).$$

Inserted in (2), these give $b^2$ times

$$A_u\,du_1du_2+A_v\,dv_1dv_2+C\,(du_1dv_2+dv_1du_2),$$

$$A_u=\cos^2\theta+\frac{\sin^2\theta}{1-\nu},\qquad A_v=\sin^2\theta+\frac{\cos^2\theta}{1-\nu},$$

$$C=\sin\theta\cos\theta\left(1-\frac1{1-\nu}\right).$$

*Mixed terms.* The reflection $u\to x-u$ maps the kinked line onto itself and leaves every $R$ unchanged. When the reflected line is again traversed towards increasing $u$, each $du$ keeps its sign and each $dv$ changes sign. The mixed integral therefore equals its own negative and vanishes.

*Horizontal terms.* Subtract the energy of the straight line. Two elements at the same height keep their distance, so their contribution cancels. What remains are pairs with one element on the raised piece and the other on an outer half-line. For a horizontal distance $s$, the factor $1/R$ changes by

$$g(s)=\frac1{\sqrt{s^2+h^2}}-\frac1s .$$

There are two outer half-lines, and the double integral counts each pair twice. The contribution is $4A_uG(x)$, with

$$G(x)=\int_0^x dp\int_0^\infty dq\;g(p+q).$$

Here $p$ and $q$ are the distances of the two elements from the kink between them. Differentiate with respect to the upper limit and use $g(s)\simeq-h^2/(2s^3)$ for $s\gg h$:

$$\frac{dG}{dx}=\int_x^\infty g(s)\,ds\simeq-\frac{h^2}{4x^2}
\quad\Rightarrow\quad G(x)\simeq G(\infty)+\frac{h^2}{4x}.$$

The constant $G(\infty)$ belongs to the energy of two isolated kinks and is part of $2F$. The $x$-dependent part is $4A_u\,h^2/(4x)=A_uh^2/x$, a repulsion.

*Vertical terms.* The line steps up by $h$ at one kink and down by $h$ at the other, so the product of the two steps is $-h^2$. At leading order $R=x$. Counting the pair twice gives $-2A_vh^2/x$. Each kink paired with itself gives a constant, again part of $2F$.

The interaction energy is therefore

$$W_{\rm int}=\frac{\mu b^2h^2}{8\pi x}\,(A_u-2A_v).$$

The bracket is

$$A_u-2A_v=\cos^2\theta\left(1-\frac{2}{1-\nu}\right)+\sin^2\theta\left(\frac1{1-\nu}-2\right)
=-\frac{(1+\nu)\cos^2\theta+(1-2\nu)\sin^2\theta}{1-\nu}.$$

Comparison with $W_{\rm int}=-K/x$ gives

$$K=\frac{\mu b^2h^2}{8\pi(1-\nu)}\left[(1+\nu)\cos^2\theta+(1-2\nu)\sin^2\theta\right].\qquad (3)$$

For $0\le\nu<1/2$ this is positive at every $\theta$, so the kinks attract. For $\nu>0$ the attraction is strongest for a screw line, $\theta=0$.

The last term of (1) is the work of the applied stress. The force per unit length on the line is $\tau b$, and the raised piece has swept an area $hx$. The work $\tau bhx$ lowers the energy.

### (b) Saddle and barrier

The first derivative of (1) is

$$\frac{dE}{dx}=\frac{K}{x^2}-\tau bh .$$

It vanishes where the attractive force $K/x^2$ balances the driving force $\tau bh$. For positive $x$ there is one solution:

$$\boxed{x^*=\sqrt{\frac{K}{\tau bh}}}\qquad (4)$$

The second derivative there is

$$E''(x^*)=-\frac{2K}{x^{*3}}<0,$$

so the energy is a maximum along $x$. The balance is unstable: a closer pair collapses and a wider pair runs apart. On the nucleation path, with separation as the path coordinate and the kink shapes fixed, this maximum is the saddle.

At $x^*$ the two $x$-dependent terms are equal:

$$\frac{K}{x^*}=K\sqrt{\frac{\tau bh}{K}}=\sqrt{K\tau bh},\qquad
\tau bhx^*=\tau bh\sqrt{\frac{K}{\tau bh}}=\sqrt{K\tau bh}.$$

Both are subtracted from $2F$, hence

$$\boxed{E^*=2F-2\sqrt{K\tau bh}}\qquad (5)$$

Completing a square confirms this without calculus:

$$E(x)=2F-2\sqrt{K\tau bh}-\left(\sqrt{K/x}-\sqrt{\tau bhx}\right)^2 .$$

The last term is never positive, and it vanishes at $x=x^*$.

Formula (1) tends to $-\infty$ as $x\to0$, whereas the true energy returns to zero when the kinks annihilate. This does not affect (5) as long as $x^*$ lies well outside that region.

### (c) Dependence on stress

Differentiating (5) gives

$$V=-\frac{dE^*}{d\tau}=2\sqrt{Kbh}\,\frac{1}{2\sqrt\tau}=\sqrt{\frac{Kbh}{\tau}}=bhx^*.\qquad (6)$$

The activation volume is $b$ times the area swept up to the saddle. The shift of $x^*$ with stress adds nothing to it at first order, because $E$ is stationary there.

*Low stress.* As $\tau\to0$, the barrier tends to $2F$, $x^*$ grows as $\tau^{-1/2}$, and so does $V$. The barrier therefore has no linear expansion about zero stress. From (6), $\tau V=\sqrt{K\tau bh}$, which is half of the lowering $2F-E^*$. A straight line drawn with the slope at some stress $\tau$ back to zero stress thus recovers half of the lowering and underestimates $2F$. At $\tau=0$ itself there is no saddle at finite separation: the energy rises steadily towards $2F$.

*High stress.* Formula (5) reaches zero when $F^2=K\tau bh$, that is at

$$\tau_0=\frac{F^2}{Kbh},\qquad x^*(\tau_0)=\sqrt{\frac{K}{\tau_0bh}}=\frac KF .$$

In terms of this stress, $E^*=2F\left(1-\sqrt{\tau/\tau_0}\right)$. For $\tau_0$ to have physical meaning, $K/F$ must at least be large compared with both $h$ and the width of a kink. For abrupt kinks a working limit is $x^*\ge3h$. Equation (4) turns it into $K/(\tau bh)\ge9h^2$, or

$$\tau\le\frac{K}{9bh^3}.$$

The factor 3 is a choice, not a sharp boundary.

### (d) Numbers

A convenient conversion is $1\ \text{eV/nm}^3=160.2$ MPa. Equation (3) gives

$$K=\frac{(64\ \text{GPa})(0.22\ \text{nm})^2(0.33\ \text{nm})^2}{8\pi(0.78)}\,(1.22\times0.75+0.56\times0.25)=0.1133\ \text{eV nm}.$$

The driving force on the pair is

$$\tau bh=(50\ \text{MPa})(0.22\ \text{nm})(0.33\ \text{nm})=0.02266\ \text{eV/nm}.$$

The saddle separation follows from (4):

$$x^*=\sqrt{\frac{0.1133}{0.02266}}\ \text{nm}=2.24\ \text{nm}=2.24\times10^{-9}\ \text{m}.$$

This is $6.8\,h$, so the kinks are well separated. The attraction and the work each contribute $0.0507$ eV, and

$$E^*=1.200\ \text{eV}-0.101\ \text{eV}=1.10\ \text{eV}=1.76\times10^{-19}\ \text{J}.$$

The thermal energy at 1000 K is $0.0862$ eV. With $F$ held fixed, the lowering raises the Boltzmann factor by $\exp(0.1013/0.0862)=3.24$ relative to a barrier of $2F$.

Equations (4) to (6) give, with all other parameters fixed:

| $\tau$ (MPa) | $x^*$ (nm) | $E^*$ (eV) | $V$ (nm³) |
|---|---|---|---|
| 5 | 7.07 | 1.168 | 0.513 |
| 20 | 3.54 | 1.136 | 0.257 |
| 50 | 2.24 | 1.099 | 0.162 |
| 100 | 1.58 | 1.057 | 0.115 |

A fourfold increase of stress, from 5 to 20 MPa, halves both $x^*$ and $V$. The limit $x^*=3h$ is reached at 255 MPa. The formal zero of the barrier lies at about 7000 MPa, where $x^*$ would be $0.19$ nm, less than one kink height. For these parameters $\tau_0$ is a scale in the formula and not a prediction of barrier-free motion.

### (e) What the model leaves out

*Kink migration.* Let $n$ label a pair of separation $na$, with energy $E_n$, and let $n=0$ be the straight line, with $E_0=0$. The hop between $n$ and $n+1$ passes a transition state of energy $T_n$. With a common attempt frequency $\nu_0$ and $\beta=1/(k_BT)$, the rates are

$$k_{n\to n+1}=\nu_0e^{-\beta(T_n-E_n)},\qquad k_{n+1\to n}=\nu_0e^{-\beta(T_n-E_{n+1})}.$$

In a steady state the same net flux $J$ crosses every link. If $p_n$ is the occupation of state $n$,

$$J=\nu_0e^{-\beta T_n}\left(p_ne^{\beta E_n}-p_{n+1}e^{\beta E_{n+1}}\right).$$

Multiply by $e^{\beta T_n}/\nu_0$ and sum over $n$. The right-hand side telescopes. With $p_0=1$ and an absorbing far end it equals 1, so

$$\frac{\nu_0}{J}=\sum_ne^{\beta T_n},\qquad
-\frac{d\ln J}{d\beta}=\frac{\sum_nT_ne^{\beta T_n}}{\sum_ne^{\beta T_n}} .$$

The second formula takes $\nu_0$ and all energies as independent of temperature. The activation energy of the flux is thus a weighted mean of the transition energies.

Take $T_n=E\big((n+\tfrac12)a\big)+W_m$ for $n\ge1$ and $T_0=E(a)+W_m$. The values for $n=0$, 1 and 2 use (1) at separations below the working limit $3h=0.99$ nm, where it is unreliable. They lie below the top of the barrier, so each carries less weight than a term near the saddle. I solved the steady-state equations numerically for 250 sites between the straight line and the absorbing end, and differentiated $\ln J$ with respect to $\beta$. The activation energy at 1000 K is $2.24$ eV. The simple sum $E^*+W_m$ is $2.30$ eV.

Migration is the largest of the three omissions estimated here: it roughly doubles the energy that controls the nucleation rate. The flux value lies about $0.06$ eV below the simple sum because a mean cannot exceed the largest of its terms, and here many terms near the top contribute. The curvature at the saddle, $-0.0203$ eV/nm², gives a thermal breadth $\sqrt{k_BT/|E''|}=2.06$ nm, nearly as large as $x^*$. A parabola fitted at the saddle is then a poor picture of the whole barrier top.

The broad top also affects the stress dependence of the rate. Each $T_n$ falls with stress at the rate $bhx_n$, where $x_n$ is the separation at that transition state. Differentiating the sum for $\nu_0/J$ therefore gives

$$k_BT\,\frac{\partial\ln J}{\partial\tau}=bh\,\frac{\sum_nx_ne^{\beta T_n}}{\sum_ne^{\beta T_n}} .$$

At 50 MPa and 1000 K this is $0.39$ nm³, more than twice the value $V=0.162$ nm³ from (6), because wide pairs beyond the saddle still carry much weight: the transition states with $x_n>x^*$ hold about 78% of the sum. The second digit depends on the unreliable terms $n=0$, 1 and 2. Dropping them gives $0.41$ nm³ and raising them to the top of the barrier gives $0.37$ nm³, while the activation energy of the flux moves by at most $0.01$ eV. Both flux values omit the stacking-fault cost derived next; with it they become $0.48$ nm³ and $2.25$ eV.

*Stacking fault.* Suppose the leading partial advances by $y$ while its partner stays straight. The fault pulls it back with force $\gamma$ per unit length. The elastic repulsion between the partials varies inversely with their distance and balances $\gamma$ at $y=0$, so it equals $\gamma d/(d+y)$. The cost per unit length of moving one valley forward is

$$c=\int_0^h\left(\gamma-\frac{\gamma d}{d+y}\right)dy
=\gamma\left[h-d\ln\left(1+\frac hd\right)\right]\simeq\frac{\gamma h^2}{2d}.$$

The last form holds for $h\ll d$. The full expression gives $c=0.00483$ eV/nm, which is 21% of $\tau bh$. The cost is linear in $x$, so it replaces $\tau bh$ by $\tau bh-c$ in (4) and (5). The saddle moves out to $2.52$ nm and the barrier rises by about $0.01$ eV, to $1.11$ eV.

At low stress the effect is qualitative. A saddle requires $\tau bh>c$, or $\tau>0.213\times50\ \text{MPa}\approx11$ MPa with $d$ held at 4.0 nm. The 5 MPa row of the table therefore describes equation (1), but not a pair formed on one partial while its partner stays fixed. At 20 MPa a saddle exists, but the fault moves it from $3.54$ to $5.18$ nm and raises $V$ from $0.257$ to $0.376$ nm³; at 50 MPa $V$ still rises from $0.162$ to $0.183$ nm³.

*Finite kink height.* Numerical quadrature of the horizontal and vertical integrals of part (a) at $x=x^*$, without the expansion for large $x$, changes the interaction by $0.06$ meV. For abrupt kinks this is negligible. It says nothing about the structure of a real kink core.

### The model beside silicon

Glide dislocations in silicon are commonly split into partials, and their kinks face a high migration barrier. The temperature and stress chosen here are ordinary for plastic deformation of the crystal. The flux value above should not be compared directly with a measured activation energy for glide, because a line velocity depends on how far kinks travel as well as on how often pairs form. If kinks run until they meet kinks from other pairs, the velocity varies as the square root of the nucleation rate times the kink speed. Its activation energy is then roughly the mean of $2.24$ eV and $W_m$, or about $1.7$ eV for these inputs.

Of the simplifications examined in (e), smooth, barrier-free kink motion fails most clearly: including the migration barrier raises the energy that controls nucleation by more than 1 eV. The kink energy matters too: an error of 0.1 eV in $F$ moves $E^*$ by 0.2 eV, twice the whole stress-induced lowering at 50 MPa. For such parameters, equation (5) is better suited to describing how the barrier changes with stress than to predicting its absolute height. Even this use is limited to stresses well above the roughly 11 MPa found for the stacking fault, since near and below that value the fault changes the stress dependence itself. It also concerns the barrier only: at 50 MPa and 1000 K the nucleation rate depends more strongly on stress than $V$ suggests, as the flux calculation shows.
